# Field-Assisted Dissociation of a Short-Lived Electron-Hole Pair: a program that tests the result

```python
"""
Result under test: a bound electron-hole pair that separates at rate k_d and
decays at a field-independent rate k_f has yield P = k_d/(k_d + k_f).
If P = 0.10 at zero field, then P is about 0.28 at b = 1.5, because
    k_d(E)/k_d(0) = F(b) = I1(2 sqrt(2b))/sqrt(2b),
    b = e^3 E/(8 pi eps k^2 T^2).
Symbols: l = e^2/(4 pi eps k T) Coulomb length, f = eE/(kT) so f*l = 2b,
u = -l/r - f*z pair energy over kT, g = density * exp(u), mu = cos(theta),
a = pair separation, D = relative diffusion constant.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve
from scipy.special import expit, i0, i1


def onsager_factor(b):
    return i1(2*np.sqrt(2*b))/np.sqrt(2*b)


def yield_from_odds(odds):
    return odds/(1 + odds)


# ---------------- chosen inputs ----------------
b = 1.5
yield_zero = 0.10
eps_r, temp = 3.5, 300.0
a_nm, tau_f = 1.5, 20e-9
film_nm = 100.0
disorder_eV = 0.050
temp_hot = 330.0
carriers_cm3 = 1e15
hop_nm = 1.0
breakdown_MVcm = 1.0          # rough size only

e, kB = const.e, const.k
eps = eps_r*const.epsilon_0
kT_eV = kB*temp/e
l_nm = e**2/(4*np.pi*eps*kB*temp)*1e9
field = 8*np.pi*eps*(kB*temp)**2*b/e**3          # V/m
f_nm = e*field/(kB*temp)*1e-9                    # 1/nm
assert abs(f_nm*l_nm - 2*b) < 1e-10

F = onsager_factor(b)
odds_zero = yield_zero/(1 - yield_zero)
yield_field = yield_from_odds(odds_zero*F)

# ---------------- series against the Bessel form ----------------
series_terms = [1.0, b, b**2/3, b**3/18, b**4/180]
assert 0 < F - sum(series_terms) < 0.004         # next term is b^5/2700

# ---------------- closed solution of the transport equation -------------
# Lengths in units of l here, so the field parameter is 2b.
gl_x, gl_w = np.polynomial.legendre.leggauss(60)


def g_closed(r, mu):
    """g/C from its integral form, by Gauss-Legendre quadrature."""
    r, mu = np.broadcast_arrays(np.asarray(r, float), np.asarray(mu, float))
    p = b*r*(1 + mu)
    top = 1/r
    t = 0.5*top[..., None]*(gl_x + 1)
    integrand = np.exp(-p[..., None] - t)*i0(2*np.sqrt(p[..., None]*t))
    return 0.5*top*(integrand @ gl_w)


def g_xyz(v):
    r = np.linalg.norm(v)
    return float(g_closed(r, v[2]/r))


pde_residual = 0.0
h = 1e-3
for point in ([0.3, 0.2, 0.4], [0.6, 0.1, -0.7], [1.0, 0.5, 1.2]):
    v = np.array(point)
    r = np.linalg.norm(v)
    grad, lap = np.zeros(3), 0.0
    for k in range(3):
        step = np.zeros(3)
        step[k] = h
        plus, minus = g_xyz(v + step), g_xyz(v - step)
        grad[k] = (plus - minus)/(2*h)
        lap += (plus - 2*g_xyz(v) + minus)/h**2
    grad_u = v/r**3 - np.array([0, 0, 2*b])
    scale = np.linalg.norm(grad_u)*np.linalg.norm(grad)
    pde_residual = max(pde_residual, abs(lap - grad_u @ grad)/scale)
assert pde_residual < 1e-3                       # finite-difference error
assert np.all(abs(g_closed(0.04, np.array([-1, 0, 1.0])) - 1) < 1e-6)
far_density = np.exp(1/100 + 2*b*100)*float(g_closed(100.0, 1.0))
assert far_density < 0.05                        # vanishes even downstream

outflows = []
for r in (0.3, 1.0, 3.0):
    dr = 1e-4*r
    slope = (g_closed(r + dr, gl_x) - g_closed(r - dr, gl_x))/(2*dr)
    density_flux = -np.exp(1/r + 2*b*r*gl_x)*slope
    outflows.append(0.5*r**2*(density_flux @ gl_w))   # over 4 pi D l C
assert np.allclose(outflows, F, rtol=1e-4)

# ---------------- independent finite-volume pair model ----------------
pair_volume = 4*np.pi*a_nm**3/3
kd0_overD = 4*np.pi*l_nm*np.exp(-l_nm/a_nm)/pair_volume
kf_overD = kd0_overD/odds_zero


def bernoulli(x):
    small = abs(x) < 1e-7
    safe = np.where(small, 1.0, x)
    return np.where(small, 1 - x/2, safe/np.expm1(safe))


def simulated_yield(f, outer, pair_weight=1.0, n_r=300, n_t=80):
    """Create one pair; count carriers that reach the outer sphere.

    Unknown 0 is the pair population, the rest are cell densities.
    pair_weight is the orientation average of exp(f a mu) in the pair."""
    r = np.geomspace(a_nm, outer, n_r + 2)
    edges = np.linspace(0, np.pi, n_t + 1)
    dmu = np.cos(edges[:-1]) - np.cos(edges[1:])
    mu = 0.5*(np.cos(edges[:-1]) + np.cos(edges[1:]))
    u = -l_nm/r[:, None] - f*r[:, None]*mu
    index = 1 + np.arange(n_r*n_t).reshape(n_r, n_t)
    rows, cols, vals = [], [], []

    def move(source, target, rate):
        source, target, rate = np.broadcast_arrays(source, target, rate)
        rows.extend([source.ravel(), target.ravel()])
        cols.extend([source.ravel(), source.ravel()])
        vals.extend([rate.ravel(), -rate.ravel()])

    cond = 2*np.pi*dmu*(r[:-1]*r[1:]/np.diff(r))[:, None]
    du = np.diff(u, axis=0)
    outward, inward = cond*bernoulli(du), cond*bernoulli(-du)
    contact = np.exp(f*a_nm*mu)/(pair_volume*pair_weight)
    move(np.zeros(n_t, int), index[0], outward[0]*contact)
    move(index[0], np.zeros(n_t, int), inward[0])
    move(index[:-1], index[1:], outward[1:-1])
    move(index[1:], index[:-1], inward[1:-1])
    faces = np.sqrt(r[:-1]*r[1:])
    cond_t = 2*np.pi*np.diff(faces)[:, None]*np.sin(edges[1:-1])/(np.pi/n_t)
    du_t = np.diff(u[1:-1], axis=1)
    move(index[:, :-1], index[:, 1:], cond_t*bernoulli(du_t))
    move(index[:, 1:], index[:, :-1], cond_t*bernoulli(-du_t))
    # losses: absorption at the outer sphere and decay of the pair
    rows.extend([index[-1], np.array([0])])
    cols.extend([index[-1], np.array([0])])
    vals.extend([outward[-1], np.array([kf_overD])])
    size = 1 + n_r*n_t
    matrix = coo_matrix((np.concatenate(vals),
                         (np.concatenate(rows), np.concatenate(cols))),
                        shape=(size, size)).tocsc()
    source = np.zeros(size)
    source[0] = 1.0
    x = spsolve(matrix, source)
    escaped = float(np.sum(outward[-1]*x[index[-1]]))
    assert abs(escaped + kf_overD*x[0] - 1) < 1e-6
    return escaped


sim_zero = simulated_yield(0.0, 2000*l_nm)
sim_field = simulated_yield(f_nm, 8*l_nm)
assert abs(sim_zero - yield_zero) < 5e-4         # finite outer radius
assert abs(sim_field - yield_field) < 3e-3       # grid error

# ---------------- Poole-Frenkel comparison ----------------
top = minimize_scalar(lambda r: l_nm/r + f_nm*r, bounds=(0.1, 20*l_nm),
                      method="bounded", options={"xatol": 1e-8})
lowering = top.fun                               # in units of kT
assert abs(lowering - np.sqrt(8*b)) < 1e-6
pf_factor = np.exp(lowering)
yield_pf = yield_from_odds(odds_zero*pf_factor)

# ---------------- rates of the example ----------------
k_f = 1/tau_f
k_d0 = odds_zero*k_f
k_dE = F*k_d0
mobility = k_d0*pair_volume*1e-27*np.exp(l_nm/a_nm)*eps/e   # m^2/Vs

# ---------------- neglected effects ----------------
fa = f_nm*a_nm
pair_weight = np.sinh(fa)/fa
sim_sized = simulated_yield(f_nm, 8*l_nm, pair_weight)
assert abs(sim_sized - yield_from_odds(odds_zero*F/pair_weight)) < 3e-3


def escape_ratio(mu):
    """Escape chance from separation a, relative to zero field."""
    p = 0.5*fa*(1 + mu)
    return quad(lambda s: np.exp(-p - s)*i0(2*np.sqrt(p*(s + l_nm/a_nm))),
                0, 80, limit=200)[0]


ratio_along, ratio_against = escape_ratio(1.0), escape_ratio(-1.0)

gh_x, gh_w = np.polynomial.hermite_e.hermegauss(80)
gh_w = gh_w/gh_w.sum()


def mean_yield(log_odds):
    return float(gh_w @ expit(log_odds + disorder_eV/kT_eV*gh_x))


centre = brentq(lambda m: mean_yield(m) - yield_zero, -15, 0)
yield_disorder = mean_yield(centre + np.log(F))

l_hot = l_nm*temp/temp_hot
b_hot = b*(temp/temp_hot)**2
odds_hot = (e*mobility/eps)*np.exp(-l_hot/a_nm)/(pair_volume*1e-27)/k_f
yield_hot0 = yield_from_odds(odds_hot)
yield_hotE = yield_from_odds(odds_hot*onsager_factor(b_hot))
third_carrier = 2*carriers_cm3*1e-21*4*np.pi*l_nm**3/3
field_MVcm = field*1e-8

# ---------------- output ----------------
print(f"Field parameter b: {b:.2f}")
print(f"Zero-field yield: {100*yield_zero:.1f} percent")
print(f"Zero-field odds k_d/k_f: {odds_zero:.5f}")
print("Series terms b^0..b^4:", " ".join(f"{t:.5f}" for t in series_terms))
print(f"Sum of these terms: {sum(series_terms):.5f}")
print(f"Bessel argument 2 sqrt(2b): {2*np.sqrt(2*b):.5f}")
print(f"I1 at this argument: {i1(2*np.sqrt(2*b)):.5f}")
print(f"Onsager factor F: {F:.5f}")
print("Outflow/(4 pi D l C) at r = 0.3, 1, 3 l:",
      " ".join(f"{x:.5f}" for x in outflows))
print(f"Largest relative residual of transport eq.: {pde_residual:.1e}")
print(f"Odds in field: {odds_zero*F:.5f}")
print(f"Yield in field: {100*yield_field:.2f} percent")
print(f"Recombining share in field: {100*(1-yield_field):.2f} percent")
print(f"Yield ratio field/zero: {yield_field/yield_zero:.3f}")
print(f"Wrong shortcut F*P(0): {100*F*yield_zero:.2f} percent")
print(f"Simulated yield, zero field: {100*sim_zero:.2f} percent")
print(f"Simulated yield, in field: {100*sim_field:.2f} percent")
print(f"Poole-Frenkel lowering: {lowering:.3f} kT")
print(f"Poole-Frenkel factor: {pf_factor:.2f}")
print(f"Yield with Poole-Frenkel factor: {100*yield_pf:.1f} percent")
print(f"Relative permittivity: {eps_r:.1f}")
print(f"Temperature: {temp:.0f} K")
print(f"Thermal energy kT: {1000*kT_eV:.2f} meV")
print(f"Coulomb length l: {l_nm:.2f} nm")
print(f"Pair separation a: {a_nm:.2f} nm")
print(f"Ratio l/a: {l_nm/a_nm:.2f}")
print(f"Field for this b: {field_MVcm:.4f} MV/cm")
print(f"Film thickness: {film_nm:.0f} nm")
print(f"Voltage across film: {field*film_nm*1e-9:.3f} V")
print(f"Pair decay time 1/k_f: {tau_f*1e9:.1f} ns")
print(f"k_f: {k_f:.3e} 1/s")
print(f"k_d at zero field: {k_d0:.3e} 1/s")
print(f"k_d in field: {k_dE:.3e} 1/s")
print(f"Pair lifetime at zero field: {1e9/(k_f+k_d0):.2f} ns")
print(f"Pair lifetime in field: {1e9/(k_f+k_dE):.2f} ns")
print(f"Implied sum of mobilities: {mobility*1e4:.2e} cm2/Vs")
print(f"Field energy across pair: {fa:.3f} kT")
print(f"Orientation weight sinh(fa)/(fa): {pair_weight:.4f}")
print(f"Simulated yield with this weight: {100*sim_sized:.2f} percent")
print(f"Escape-chance ratio along field: {ratio_along:.3f}")
print(f"Escape-chance ratio against field: {ratio_against:.3f}")
print(f"Yield if k_d scaled by ratio along: "
      f"{100*yield_from_odds(odds_zero*ratio_along):.1f} percent")
print(f"Yield if k_d scaled by ratio against: "
      f"{100*yield_from_odds(odds_zero*ratio_against):.1f} percent")
print(f"Disorder (standard deviation): {1000*disorder_eV:.0f} meV")
print(f"Mean yield in field with disorder: {100*yield_disorder:.1f} percent")
print(f"Warm device temperature: {temp_hot:.0f} K")
print(f"b at same field, warm: {b_hot:.3f}")
print(f"Zero-field yield, warm: {100*yield_hot0:.1f} percent")
print(f"Yield in field, warm: {100*yield_hotE:.1f} percent")
print(f"Density of each free carrier: {carriers_cm3:.1e} 1/cm3")
print(f"Mean number of other carriers within l: {third_carrier:.4f}")
print(f"Field energy per {hop_nm:.0f} nm hop: {field*hop_nm*1e-6:.2f} meV")
print(f"Rough breakdown field: {breakdown_MVcm:.0f} MV/cm")
print(f"Field over rough breakdown field: {field_MVcm/breakdown_MVcm:.3f}")
print("PASS")
```

Output:

```
Field parameter b: 1.50
Zero-field yield: 10.0 percent
Zero-field odds k_d/k_f: 0.11111
Series terms b^0..b^4: 1.00000 1.50000 0.75000 0.18750 0.02813
Sum of these terms: 3.46563
Bessel argument 2 sqrt(2b): 3.46410
I1 at this argument: 6.00788
Onsager factor F: 3.46865
Outflow/(4 pi D l C) at r = 0.3, 1, 3 l: 3.46865 3.46865 3.46865
Largest relative residual of transport eq.: 3.9e-06
Odds in field: 0.38541
Yield in field: 27.82 percent
Recombining share in field: 72.18 percent
Yield ratio field/zero: 2.782
Wrong shortcut F*P(0): 34.69 percent
Simulated yield, zero field: 10.00 percent
Simulated yield, in field: 27.82 percent
Poole-Frenkel lowering: 3.464 kT
Poole-Frenkel factor: 31.95
Yield with Poole-Frenkel factor: 78.0 percent
Relative permittivity: 3.5
Temperature: 300 K
Thermal energy kT: 25.85 meV
Coulomb length l: 15.91 nm
Pair separation a: 1.50 nm
Ratio l/a: 10.61
Field for this b: 0.0487 MV/cm
Film thickness: 100 nm
Voltage across film: 0.487 V
Pair decay time 1/k_f: 20.0 ns
k_f: 5.000e+07 1/s
k_d at zero field: 5.556e+06 1/s
k_d in field: 1.927e+07 1/s
Pair lifetime at zero field: 18.00 ns
Pair lifetime in field: 14.44 ns
Implied sum of mobilities: 6.16e-03 cm2/Vs
Field energy across pair: 0.283 kT
Orientation weight sinh(fa)/(fa): 1.0134
Simulated yield with this weight: 27.55 percent
Escape-chance ratio along field: 6.215
Escape-chance ratio against field: 1.000
Yield if k_d scaled by ratio along: 40.8 percent
Yield if k_d scaled by ratio against: 10.0 percent
Disorder (standard deviation): 50 meV
Mean yield in field with disorder: 20.8 percent
Warm device temperature: 330 K
b at same field, warm: 1.240
Zero-field yield, warm: 22.6 percent
Yield in field, warm: 45.6 percent
Density of each free carrier: 1.0e+15 1/cm3
Mean number of other carriers within l: 0.0338
Field energy per 1 nm hop: 4.87 meV
Rough breakdown field: 1 MV/cm
Field over rough breakdown field: 0.049
PASS
```
